\section*{Domain growth under a probe tip with Merz-law wall motion}

\section*{Question}

A conducting probe tip of radius $a$ touches a ferroelectric film of thickness $d$ that lies on a grounded electrode. A pulse of constant voltage $V$ and duration $t$ is applied. At its start a cylindrical domain of reversed polarization already crosses the film, with radius $r_0=a$. The pulse favours the polarization inside the domain, so the wall moves outward.

The potential on the film surface at distance $r\ge a$ from the tip axis is taken as $Va/r$. This is the potential of an isolated sphere at distance $r$ from its centre; the height of the centre above the film is ignored, which overestimates the sphere's potential most near $r=a$. Each patch of film is treated as a parallel-plate capacitor under this potential, so the magnitude of the normal field is
\begin{equation}
E(r)=\frac{C}{r},\qquad C=\frac{Va}{d}.
\label{field}
\end{equation}
The wall follows Merz's law, with constant prefactor $v_0$ and activation field $E_a$:
\begin{equation}
\frac{dr}{dt}=v(r)=v_0\,e^{-E_a/E(r)} .
\label{merz}
\end{equation}
Unless a part says otherwise, wall tension, built-in fields, heating and nucleation delay are neglected. Depolarization is neglected throughout: the bound charge of the reversed region is assumed to be screened by surface charge as fast as the wall moves.

\section*{(a) Equation of motion}

\textbf{Find $r(t)$ without approximation within this model.}

\textbf{Answer.} By \eqref{field}, $E_a/E=E_a r/C$. Define the length
\begin{equation}
\lambda=\frac{C}{E_a},
\end{equation}
so that $dr/dt=v_0e^{-r/\lambda}$. The exponent is linear in $r$ because the field falls as the inverse distance. Separating the variables and integrating from $r_0$ at time zero gives
\begin{align}
\int_{r_0}^{r}e^{r'/\lambda}\,dr' &= v_0\int_0^t dt',\\
\lambda\left(e^{r/\lambda}-e^{r_0/\lambda}\right)&=v_0t .
\end{align}
Divide by $\lambda$ and move the constant to the right:
\begin{equation}
e^{r/\lambda}=e^{r_0/\lambda}+\frac{v_0t}{\lambda}
=e^{r_0/\lambda}\left(1+\frac{v_0t}{\lambda}e^{-r_0/\lambda}\right).
\end{equation}
The logarithm of both sides, multiplied by $\lambda$, is
\begin{equation}
r(t)=r_0+\lambda\ln\left(1+\frac{t}{t_0}\right),\qquad
t_0=\frac{\lambda}{v_0}e^{r_0/\lambda}.
\label{exact}
\end{equation}
Since $v(r_0)=v_0e^{-r_0/\lambda}$, we also have $t_0=\lambda/v(r_0)$: the time the wall would need to travel $\lambda$ at its starting speed.

\section*{(b) Short and long pulses}

\textbf{Find the growth law for $t\ll t_0$ and for $t\gg t_0$, with a bound on the error of each. How long must the pulse be for $dr/d\ln t$ to reach 90\% of its final value?}

\textbf{Answer.} For $x>0$, $x-x^2/2<\ln(1+x)<x$. With $x=t/t_0$ and $\lambda/t_0=v(r_0)$, short pulses give
\begin{equation}
r-r_0\simeq\lambda\frac{t}{t_0}=v(r_0)\,t .
\end{equation}
The true growth is smaller than this by a fraction less than $t/(2t_0)$. The growth is linear because the wall has not yet moved far enough to feel a weaker field.

For long pulses, write $1+t/t_0=(t/t_0)(1+t_0/t)$. The definition of $t_0$ gives $\ln t_0=\ln(\lambda/v_0)+r_0/\lambda$, so
\begin{align}
r&=r_0+\lambda\ln\frac{t}{t_0}+\lambda\ln\left(1+\frac{t_0}{t}\right)\\
&=r_0+\lambda\ln\frac{v_0t}{\lambda}-r_0+\lambda\ln\left(1+\frac{t_0}{t}\right)\\
&=\lambda\ln\frac{v_0t}{\lambda}+\lambda\ln\left(1+\frac{t_0}{t}\right).
\label{long}
\end{align}
The last term lies between zero and $\lambda t_0/t$. Hence
\begin{equation}
r\simeq\lambda\ln\frac{v_0t}{\lambda}\qquad(t\gg t_0).
\label{log}
\end{equation}
The radius grows logarithmically with pulse duration, and the starting radius has dropped out of the leading result. The starting radius still matters through $t_0$, which decides when \eqref{log} may be used.

Differentiating \eqref{exact} and multiplying by $t$ gives
\begin{equation}
\frac{dr}{d\ln t}=t\,\frac{\lambda}{t_0}\,\frac{1}{1+t/t_0}=\lambda\frac{t}{t+t_0}.
\end{equation}
Setting the last fraction to $0.9$ gives $t=9t_0$.

\section*{(c) A lead zirconate titanate film}

\textbf{Take $V=10$ V, $a=40$ nm, $d=100$ nm, $E_a=5.0$ MV/cm and $v_0=1.0$ m/s. Find $\lambda$, $t_0$ and the radius for pulses from 1 $\mu$s to 1 s. Where does the logarithmic law serve?}

\textbf{Answer.} For the arithmetic, $1$ MV/cm $=0.1$ V/nm and $1$ m/s $=1$ nm/ns. Then
\begin{align}
C&=\frac{10\times40}{100}\ \text{V}=4.00\ \text{V},\\
\lambda&=\frac{4.00\ \text{V}}{0.50\ \text{V/nm}}=8.00\ \text{nm},\\
t_0&=\frac{8.00\ \text{nm}}{1.0\ \text{nm/ns}}\,e^{40/8}=1187\ \text{ns}\simeq1.19\ \mu\text{s}.
\end{align}
Equations \eqref{exact} and \eqref{log} give, in nm:
\begin{center}
\begin{tabular}{rrr}
pulse & full law & logarithm\\
1 $\mu$s & 44.9 & 38.6\\
10 $\mu$s & 57.9 & 57.0\\
100 $\mu$s & 75.6 & 75.5\\
1 ms & 93.9 & 93.9\\
1 s & 149.2 & 149.2
\end{tabular}
\end{center}
At 1 $\mu$s, which is shorter than $t_0$, the logarithm fails: it gives a radius below the starting one. At 10 $\mu$s it is low by about 0.9 nm. The slope reaches 90\% of its final value at $9t_0\simeq10.7\ \mu$s. From 1 ms to 1 s the duration rises a thousandfold, while the radius rises by a factor of about 1.6.

Direct numerical integration of \eqref{merz} from $r_0=40$ nm agrees with \eqref{exact} to the 0.001 nm shown in the numerical output. This confirms the solution of the model, not the model itself.

\section*{(d) Reading the slope}

\textbf{Show how the growth per decade of pulse duration yields $E_a$. What else must be known?}

\textbf{Answer.} By \eqref{log}, a tenfold longer pulse adds
\begin{equation}
s=\lambda\ln10=\frac{C\ln10}{E_a},
\qquad\text{so}\qquad E_a=\frac{C\ln10}{s}.
\label{slope}
\end{equation}
The prefactor $v_0$ cancels, but $C$ must be known, and the field must fall as $1/r$ over the range used. A tip screened by the film and the electrode need not meet this condition, and then \eqref{slope} can overestimate $E_a$ severalfold, as part (g) shows. The integrated radii at 1 ms and 1 s give a mean gain $s=18.42$ nm per decade, hence
\begin{equation}
E_a=\frac{4.00\ \text{V}\times2.3026}{18.42\ \text{nm}}=0.500\ \text{V/nm}=5.00\ \text{MV/cm},
\end{equation}
which is the value put in. Conversely, at fixed $\lambda$ a tenfold change in $v_0$ shifts the long-pulse radius by the same 18.4 nm.

\section*{(e) Wall tension}

\textbf{The wall has energy $\sigma$ per unit area and separates polarizations $\pm P$. How does its tension change the growth law? Use $\sigma=0.10$ J/m$^2$ and $P=50\ \mu$C/cm$^2$ for the 1 ms pulse.}

\textbf{Answer.} Reversing the polarization along the field lowers the energy by $2PE$ per unit volume. With $\sigma$ constant and depolarization energy neglected, a domain of radius $R$ has, relative to a fixed reference,
\begin{equation}
U(R)=2\pi Rd\,\sigma-2Pd\int_{r_0}^{R}E(r)\,2\pi r\,dr .
\end{equation}
The outward force on the wall is
\begin{equation}
-\frac{dU}{dR}=2Pd\,E(R)\,2\pi R-2\pi d\,\sigma .
\end{equation}
A uniform field $E$ acting alone would give the force $2PE$ times the wall area $2\pi Rd$. Dividing by $2P\cdot2\pi Rd$ therefore gives the effective field
\begin{equation}
E_{\text{eff}}(R)=E(R)-\frac{\sigma}{2PR}
=\frac{1}{R}\left(C-\frac{\sigma}{2P}\right).
\end{equation}
The tension term also falls as $1/R$. The results of (a) and (b) keep their form, with $C$ replaced by $C-\sigma/(2P)$, provided this is positive.

Here $P=0.50$ C/m$^2$, so $\sigma/(2P)=0.10$ V, which is 2.5\% of $C$. The 1 ms radius falls by 2.1 nm, from 93.9 to 91.7 nm.

\section*{(f) Other fields}

\textbf{Find the long-pulse slope $dr/d\ln t$ for a general decreasing driving field $E(r)$. Apply it to (i) an opposing built-in field $E_b$, and (ii) a point charge at height $a$ above a strongly polarizable film, with the field matched to \eqref{field} at $r=a$.}

\textbf{Answer.} Let $\phi(r)=E_a/E(r)$, which increases with $r$. Separation of \eqref{merz} and one integration by parts give
\begin{equation}
v_0t=\int_{r_0}^{r}e^{\phi}\,dr'
=\left[\frac{e^{\phi}}{\phi'}\right]_{r_0}^{r}
+\int_{r_0}^{r}\frac{\phi''}{\phi'^2}\,e^{\phi}\,dr' .
\end{equation}
If $|\phi''|\ll\phi'^2$, the last integral is a small correction to the left side. For long pulses the lower limit is negligible too, so $v_0t\simeq e^{\phi(r)}/\phi'(r)$. Since $dr/d\ln t=t\,v(r)=v_0t\,e^{-\phi(r)}$,
\begin{equation}
\frac{dr}{d\ln t}\simeq\frac{1}{\phi'(r)} .
\label{general}
\end{equation}
A constant slope thus needs $\phi$ linear in $r$, as it is for $E=C/r$. For the 1 ms pulse, \eqref{general} lies below the true slope by about 3\% in case (i) and 7\% in case (ii).

(i) With $E=C/r-E_b$, $\phi=E_ar/(C-E_br)$. The quotient rule gives $\phi'=E_aC/(C-E_br)^2$, and hence
\begin{equation}
\frac{dr}{d\ln t}\simeq\lambda\left(1-\frac{E_br}{C}\right)^2 .
\end{equation}
The slope shrinks as the domain grows, and the driving field vanishes at $r=C/E_b$. For $E_b=0.10$ MV/cm this limit is 400 nm. Integration of the equation of motion shows that the 1 ms radius is lowered by 15.8 nm.

(ii) Just below the film surface, the normal field of the charge varies as $(r^2+a^2)^{-3/2}$. Deeper in the film the field is more spread out, but here the surface form is used through the whole thickness. Matching at $r=a$ gives
\begin{align}
E(r)&=\frac{V}{d}\left(\frac{2a^2}{r^2+a^2}\right)^{3/2},\\
\phi'(r)&=\frac{E_ad}{V}\,\frac{3r}{2a^2}\left(\frac{r^2+a^2}{2a^2}\right)^{1/2}.
\end{align}
Again $\phi'$ rises with $r$, so growth is slower than logarithmic. Integration gives a 1 ms radius of 66.5 nm instead of 93.9 nm. The gain per decade falls from 6.3 nm between 0.1 and 1 ms to 4.2 nm between 0.1 and 1 s. Putting 4.2 nm into \eqref{slope} would give an apparent activation field near 22 MV/cm instead of 5 MV/cm.

\section*{(g) The model and a real film}

\textbf{Judge the model for the film of part (c).}

\textbf{Answer.} The parameters are round values assumed for illustration; $E_a$ and $v_0$ vary between samples and must be measured for a given film. The largest field in the model, 1.0 MV/cm at $r=a$, is half the breakdown field of 2 MV/cm assumed here, although a real contact may concentrate the field further. An important weakness is \eqref{field}. It uses the potential of an isolated sphere, although the film and the grounded electrode screen the tip. It also gives only the average of the normal field over the depth of the film; the local field varies with depth, because the surface potential changes over distances comparable with the film thickness. Case (ii) shows how sensitive the radius is to the assumed field profile: $-27$ nm for the 1 ms pulse. It is neither an error estimate nor a bound for \eqref{field}. For the point charge, the surface form exaggerates the fall of the mean field: at $r=66$ nm the surface field is 0.39 of its value at $r=a$, while the depth average in an isotropic film of relative permittivity 300 is 0.63. That average, matched at $r=a$, gives 90 nm at 1 ms, and \eqref{slope} applied between 1 ms and 1 s returns about 10 MV/cm. For a flat contact of radius $a$ held at $V$ on a film of very high permittivity, the mean field falls faster than in case (ii), to 0.31 of $V/d$ at 66 nm; the 1 ms radius is then 58 nm and the apparent activation field about 18 MV/cm. The built-in field of case (i) gives $-16$ nm. A rise from 300 to 310 K, with $v_0$ and the energy barrier fixed so that $E_a\propto1/T$, adds 2.9 nm. A nucleation delay of 1 $\mu$s removes about 0.01 nm. Each shift was computed with the other effects absent, so they should not simply be added. Depolarization is not a small correction of this kind. The surface outside the tip has no electrode, and unscreened reversal would give an opposing field of order $2P/(\varepsilon_0\varepsilon)$, about 4 MV/cm for $\varepsilon=300$, larger than the driving field. The model therefore applies only when surface charge screens the reversed polarization almost completely during the pulse.

Suppose the wall stands at 93.9 nm when the 1 ms pulse ends, the radius found with the built-in field and wall tension neglected during growth. These two then pull it inward with 0.111 MV/cm. Merz's law then gives about $4\times10^{10}$ s for a retreat of 1 nm. This extrapolates the law to a field well below those that drove the growth, and it leaves out depolarization, so it is not a prediction of retention time. Within the model, it shows how strongly the exponential suppresses wall motion once the tip voltage is removed.

\section*{Numbers as computed}
\begin{verbatim}
tip voltage: 10 V
tip radius = starting radius: 40 nm
film thickness: 100 nm
activation field: 5.0 MV/cm
velocity prefactor: 1.0 m/s
field strength constant C: 4.00 V
logarithmic growth length: 8.00 nm
crossover time: 1.187 us
starting wall speed: 6.74 mm/s
pulse (us) | integrated, exact, pure-log radius (nm)
        1 | 44.888, 44.888, 38.627
       10 | 57.945, 57.945, 57.047
      100 | 75.562, 75.562, 75.468
     1000 | 93.898, 93.898, 93.889
    10000 | 112.310, 112.310, 112.309
   100000 | 130.730, 130.730, 130.730
  1000000 | 149.151, 149.151, 149.151
short test pulse / crossover time: 0.01
fractional deficit from linear growth there: 0.00497
time for 90% of final log slope: 10.69 us
local slope / growth length there: 0.9000
limiting gain per decade: 18.421 nm
mean gain per decade, 1 ms to 1 s: 18.418 nm
recovered activation field: 5.001 MV/cm
field at starting radius: 1.00 MV/cm
field at 1 ms radius: 0.426 MV/cm
field at 1 s radius: 0.268 MV/cm
rough breakdown field: 2.0 MV/cm
polarization: 50 uC/cm2
wall energy: 0.10 J/m2
tension voltage sigma/(2P): 0.100 V
1 ms radius change, wall tension: -2.15 nm
imprint field: 0.10 MV/cm
1 ms radius change, imprint: -15.76 nm
stopping radius with imprint: 400 nm
base temperature and rise: 300 K, 10 K
1 ms radius change, heating: +2.86 nm
nucleation delay: 1.0 us
1 ms radius change, delay: -0.0080 nm
1 ms radius, steeper tip field: 66.47 nm
1 ms radius change, steeper field: -27.43 nm
steeper field, gain 0.1 to 1 ms: 6.34 nm
steeper field, gain 0.1 to 1 s: 4.19 nm
retreat field after pulse: 0.111 MV/cm
extrapolated time to retreat 1 nm: 4.2e+10 s
\end{verbatim}
